Boundary diffusivity from a single point on a type C profile

**Question**

A tracer is held at a constant concentration c₀ at the mouth of a grain boundary that meets a flat surface. After an anneal of t = 10⁴ s, the concentration in the boundary has fallen to ten percent of c₀ at a depth of 4 micrometres, which is y = 4000 nm. The kinetics are of type C: the tracer moves along the boundary, and its leakage into the adjoining grains can be neglected.

Unless a part says otherwise, the boundary is a straight, uniform slab of width δ, normal to the surface. It is free of tracer at the start and so deep that its far end plays no role. Its diffusivity D_b depends on neither concentration nor time.

**(a) Derive the concentration profile in the boundary.**

*Model answer.* The flux along the boundary is J = −D_b ∂c/∂y. No tracer leaves through the sides, so the content of a short length of boundary changes only by the difference between the fluxes at its ends, ∂c/∂t = −∂J/∂y. Since D_b is constant,

∂c/∂t = D_b ∂²c/∂y².

The conditions are c = c₀ at y = 0, c = 0 at t = 0, and c → 0 at great depth. None of them contains a length, so the only length available is √(D_b t). This suggests the trial form

c = c₀ F(η), η = y / (2√(D_b t)).

The derivatives of η are ∂η/∂t = −η/(2t) and ∂η/∂y = 1/(2√(D_b t)). Therefore

∂c/∂t = −c₀ η F′/(2t),

D_b ∂²c/∂y² = D_b c₀ F″/(4D_b t) = c₀ F″/(4t).

Equating the two and multiplying by 4t/c₀ gives

F″ + 2ηF′ = 0.

This is a first-order equation for F′, with solution F′ = A exp(−η²). A second integration, with F(0) = 1, gives

F(η) = 1 + A ∫₀^η exp(−v²) dv.

The initial condition and the condition at great depth both correspond to η → ∞, so both require F(∞) = 0. The integral from zero to infinity is √π/2, hence A = −2/√π and

c/c₀ = 1 − (2/√π) ∫₀^η exp(−v²) dv = erfc(η).

The diffusion equation contains no physical constants, so this form holds in atomic units as well as in nanometres and seconds. The width δ has dropped out, because storage and flux are both proportional to it.

**(b) Find the boundary diffusivity.**

*Model answer.* Let f = 0.1 be the measured fraction. We need the root of erfc(η) = f. It is unique, because erfc falls steadily from 1 at η = 0 towards zero. The derivative of erfc(η) is −(2/√π) exp(−η²), so a Newton step is

η_new = η + (√π/2) exp(η²) [erfc(η) − f].

Start from η = 1. Numerical integration gives erfc(1) = 0.15730, and the first step is

η_new = 1 + 0.8862 × 2.7183 × 0.05730 = 1.1380.

The next steps give 1.16238 and 1.16309, after which the fifth decimal no longer changes. From the definition of η,

√(D_b t) = y/(2η),

D_b = y²/(4η²t).

With the numbers inserted,

D_b = (4000 nm)² / (4 × 1.16309² × 10⁴ s) = 296 nm²/s = 2.96 × 10⁻¹⁶ m²/s.

Data quoted as "4 micrometres" and "ten percent" justify about 3 × 10⁻¹⁶ m²/s. Further digits are kept below only so that small changes can be seen.

**(c) How do errors in the reading affect D_b? What further readings would test the profile?**

*Model answer.* At fixed f and t, D_b is proportional to y². A depth that is 5 percent larger raises D_b by the factor 1.05² = 1.1025, to 326 nm²/s.

For an error in f, keep y and t fixed. Then ln D_b = constant − 2 ln η, and differentiating erfc(η) = f gives dη/df = −(√π/2) exp(η²). Hence

d ln D_b/d ln f = −(2f/η) dη/df = √π exp(η²) f/η = 0.59.

A relative error of 10 percent in f thus changes D_b by about 6 percent. Solving the problem again with f = 0.11 gives 313 nm²/s, in agreement with this estimate. The sign is as expected: more tracer at the same depth means faster diffusion.

The surface value needs care. If sections of the sample are counted, and all boundaries are alike, the signal from the boundaries is c multiplied by the fraction of the section that they occupy. This factor cancels if the surface value is that of the boundary signal itself. It does not cancel if the surface reading also contains tracer in the outermost layers of the grains or in a deposit on top. The boundary signal must then be followed back to y = 0 from greater depths.

One point fixes one parameter and cannot test the law. With 2√(D_b t) = 3439 nm, the error function predicts 50 percent at 1640 nm and 1 percent at 6264 nm. The ratio of these depths, 3.82, does not depend on D_b, so it tests the shape alone. A second anneal tests the time dependence: the depth at fixed c/c₀ should grow as √t.

**(d) Let the grains have a small lattice diffusivity D. Treat them as continua and find how leakage changes the answer.**

*Model answer.* Let x be the distance into a grain from the boundary face, g(x, y) the concentration there, and u the running time, with t kept for the length of the anneal. We assume that there is no segregation, so g = c at x = 0. Neighbouring boundaries are far apart, and diffusion in the grain parallel to the boundary is neglected because √(Dt) ≪ y. The balance for the slab, which has two faces, is

δ ∂c/∂u = δD_b ∂²c/∂y² + 2D (∂g/∂x) at x = 0.

The last term is negative, because g falls away from the boundary. In the grain, ∂g/∂u = D ∂²g/∂x².

Measure time by s = u/t and take Laplace transforms, C = ∫₀^∞ exp(−Ps) c ds, and likewise G for g. Since both concentrations start at zero, ∂/∂s becomes multiplication by P. The grain equation becomes PG = Dt ∂²G/∂x², and its decaying solution is

G = C exp[−x√(P/(Dt))].

Its slope at the face is −C√(P/(Dt)). Multiplying the slab equation by t/δ and inserting this slope gives

PC = D_b t ∂²C/∂y² − (2√(Dt)/δ) √P C.

Define α = δ/(2√(Dt)), so that the last term is −(√P/α)C. At the mouth c = c₀ at all times after the start, which transforms to C = c₀/P. The solution that decays with depth is

C/c₀ = (1/P) exp[−2η√(P + √P/α)],

where y/√(D_b t) = 2η has been used.

*Weak leakage, α ≫ 1.* To first order in 1/α,

√(P + √P/α) ≈ √P + 1/(2α),

so the exponential acquires the factor exp(−η/α) ≈ 1 − η/α. Without leakage, the transform exp(−2η√P)/P must reproduce the result of part (a), so at s = 1 it corresponds to erfc(η). Hence

c/c₀ ≈ erfc(η)(1 − η/α).

Leakage lowers the concentration at a given depth. If the reading f is held fixed, the value of η inferred from it must therefore fall by a small amount. Writing the new value as η + Δ, with η the root from part (b), and keeping first-order terms,

−(2/√π) exp(−η²) Δ − fη/α = 0,

Δ = −(√π/2) exp(η²) fη/α.

Since D_b is proportional to η⁻², its fractional change is −2Δ/η:

ΔD_b/D_b = √π exp(η²) f/α = 0.686/α.

The change is relative to the type C answer, which is therefore too low. In this continuum model, keeping the correction below 10 percent requires α above about 7; α slightly above 1 is not enough.

*Strong leakage, α ≪ 1.* Now the sink dominates under the square root, and

C/c₀ ≈ (1/P) exp[−2ηP^(1/4)/√α].

Depth and time enter through

2η/√α = y [2√D/(δD_b)]^(1/2) t^(−1/4).

The depth at a fixed fraction now grows as t^(1/4), not t^(1/2), and the profile determines, once D is known, the product δD_b instead of D_b alone. This is type B behaviour. It still requires √(Dt) ≪ y and well-separated boundaries.

**(e) Take δ = 0.5 nm and D between 10⁻⁸ and 10⁻⁶ nm²/s. Is the continuum treatment of the grain sound? If not, replace it by atomic planes of spacing a = 0.25 nm.**

*Model answer.* For this range √(Dt) lies between 0.01 and 0.1 nm. That is less than one plane spacing, so a smooth concentration gradient inside the grain has no clear meaning. Let plane j have concentration c_j and hold an amount a c_j per unit area. Neighbouring planes exchange a flux D(c_j − c_(j+1))/a, and the same rule is assumed between the boundary (j = 0) and the first plane. Then

a ∂c_j/∂u = (D/a)(c_(j−1) − 2c_j + c_(j+1)).

With the same transform, and m = Pa²/(Dt),

C_(j−1) − (2 + m)C_j + C_(j+1) = 0.

The trial solution C_j = Cλ^j gives λ² − (2 + m)λ + 1 = 0. The product of the two roots is 1, so for positive m one root is below 1, and this is the one that decays into the grain:

λ = 1 + m/2 − √(m + m²/4).

The loss through both faces, again multiplied by t/δ, is [2Dt/(δa)](C − C₁). The term √P/α in part (d) is therefore replaced by

[2Dt/(δa)](1 − λ), 1 − λ = √(m + m²/4) − m/2.

For small m, 1 − λ → √m, and the new term becomes 2√(Dt)√P/δ = √P/α, which is the continuum result. For large m, λ → 0 and the term tends to 2Dt/(δa). Leakage then grows as Dt instead of √(Dt), because the first plane is still almost empty compared with the boundary, so hardly any tracer jumps back. For D = 10⁻⁸ nm²/s the limiting term is 0.0016, while 1/α is 0.04, so the continuum greatly overstates the loss.

To obtain D_b, the transforms were inverted numerically by Talbot's contour method, and η was adjusted until c/c₀ = 0.1 at 4000 nm. The reading, t, δ and a are held fixed:

- D = 10⁻⁸ nm²/s, α = 25: continuum 303.8, planes 295.9 nm²/s.
- D = 10⁻⁷ nm²/s, α = 7.9: continuum 321.8, planes 297.6 nm²/s.
- D = 10⁻⁶ nm²/s, α = 2.5: continuum 380.8, planes 314.8 nm²/s.

The type C answer is 295.7 nm²/s to the same number of digits. At the largest D the correction is 29 percent in the continuum and 6 percent with planes. The first-order law of part (d) gives 0.686/2.5 = 27 percent, close to the full continuum value.

The concentration itself is less well served by first order. If D_b is held at 295.7 nm²/s and D = 10⁻⁶ nm²/s, the formula erfc(η)(1 − η/α) gives c/c₀ = 0.053 at 4000 nm, whereas full inversion gives 0.064. The plane model gives 0.090.

The plane model is still a simplification, since it uses the same exchange rule at the face of the boundary as inside the grain. The two results show how much the correction depends on the description of the grain; they are not strict bounds on it. Both refer to the concentration in the boundary itself. If whole sections are counted, the leaked tracer adds to the signal, and the correction depends on what the signal is divided by. The grains near the mouth have been fed for the whole anneal and those at depth only lately, so the leaked tracer raises the signal at the mouth by a larger fraction than the signal at depth. If the section signal is divided by its own value followed back to y = 0, the correction at D = 10⁻⁶ nm²/s therefore grows, to about 12 percent with planes and about 42 percent in the continuum. If it is divided by the boundary content δc₀ alone, the correction with planes falls to about 3 percent.

**(f) Estimate the effect of a boundary tilted by 30 degrees from the surface normal, and of boundaries that are not all alike. Compare the model with a real experiment.**

*Model answer.* Neglect leakage again. In a boundary tilted by θ, a distance y measured down its plane corresponds to a depth z = y cos θ. Hence ∂²/∂y² = cos²θ ∂²/∂z², and the profile in depth is governed by the apparent diffusivity D_b cos²θ. The value found in part (b) is this apparent one, so

D_b = 295.7/cos²30° = 295.7/0.75 = 394 nm²/s.

The true value is one third larger than the apparent one.

For unequal boundaries, take two populations that contribute equally at the surface, with diffusivities 3M and M/3, where M is their geometric mean. The measured fraction is then

0.1 = ½ erfc[y/(2√(3Mt))] + ½ erfc[y/(2√(Mt/3))].

Solving numerically for M gives 162 nm²/s, so the fast boundaries have 487 nm²/s. The argument of the second error function is three times that of the first, and the slow boundaries supply less than 0.1 percent of the signal at 4000 nm. The fast ones must therefore have erfc(η) ≈ 0.2 on their own. The single-boundary answer, 296 nm²/s, describes neither population: it is 1.8 times the geometric mean and 0.61 times the fast value.

A suitable real case is the sectioning of a coarse-grained, close-packed metal after a tracer anneal at roughly 0.4 of its melting temperature. The values of δ, a and D used here are rough figures for that regime, with the upper end of the range of D nearer to 0.4 of the melting temperature and the lower end belonging to somewhat cooler anneals. A boundary diffusivity of order 10⁻¹⁶ m²/s is plausible towards the cooler end of this regime, although values differ by orders of magnitude between metals, tracers and boundaries. The lattice diffusivity at a given fraction of the melting temperature also differs by orders of magnitude between close-packed metals, so α must be worked out for the metal at hand before type C kinetics is assumed. The source must also keep the mouth of the boundary at a constant concentration. A thin deposit that is used up during the anneal gives a different profile, and the result of part (b) then does not apply. A real polycrystal breaks the assumption of identical boundaries normal to the surface. In the examples above, the true value for the tilted boundary is one third above the inferred one, and for the two populations the inferred value is 1.8 times the geometric mean. Both effects exceed the correction for leakage found in the plane model at the largest D, which is 6 percent for the boundary concentration and about 12 percent for a section signal referred to its own value at y = 0. The continuum figure for such a section signal, about 42 percent, is larger than the tilt effect. A single reading therefore gives only an effective diffusivity, which need not be that of any boundary in the sample, and a fuller profile is needed to show whether one value can describe them all. Even a profile that fits one value does not exclude a tilt common to all boundaries, which lowers the apparent diffusivity but leaves the shape unchanged.

All numerical values are calculated from the stated model.
